\section*{Current Ratio and Ion Transit Time in a Child-Law Sheath}

Consider a plane layer of width $s$ in front of a negative wall, crossed by positive ions so fast that the field in the layer hardly changes their speed $u$. The layer contains no electrons, and the field is zero where the ions enter. If the ions carry a current density $J$, their charge density is $J/u$ throughout, and the field grows linearly from zero to $E_w=Js/(\epsilon_0u)$ at the wall. The voltage across the layer is the area of a triangle, $V=E_ws/2$. Since the flight time is $\tau=s/u$, the wall field is also $E_w=J\tau/\epsilon_0$, and therefore
\begin{equation}
\frac{\omega\epsilon_0V}{sJ}=\frac{\omega\epsilon_0E_w}{2J}=\frac12\,\omega\tau
\end{equation}
for any angular frequency $\omega$. The left side is a simple estimate of the ratio of displacement current to ion current when the layer is driven at $\omega$: a voltage of amplitude $V$ across a capacitance $\epsilon_0/s$ per unit area drives a current density of amplitude $\omega\epsilon_0V/s$. The right side counts how far the drive phase advances while an ion crosses.

Two facts produced this result, and the first does not need a constant speed. In any steady layer with current density $J$ the ion density is $n=J/(ev)$, where $e$ is the ion charge and $v(x)$ the speed at distance $x$ from the entrance. The charge per unit area is
\begin{equation}
\int_0^s en\,dx=J\int_0^s\frac{dx}{v}=J\tau .
\end{equation}
With no field at the entrance, Gauss's law sets this equal to $\epsilon_0E_w$. Dividing the mean field $V/s$ by $E_w=J\tau/\epsilon_0$ gives
\begin{equation}
\frac{\omega\epsilon_0V}{sJ}=\frac{V/s}{E_w}\,\omega\tau .
\label{eq:general}
\end{equation}
The coefficient of $\omega\tau$ is the mean field divided by the wall field. It is $1/2$ for a linear field. For another speed law one needs the shape of the field.

In a Child-law sheath the ions enter from rest and gain all their speed from the sheath field. The assumptions are a plane, steady sheath, singly charged ions of mass $M$, no collisions, no electrons inside, and zero field at the plasma edge $x=0$. The voltage $V$ is counted as a positive drop, and $E$ is positive towards the wall. Poisson's equation reads
\begin{equation}
\frac{dE}{dx}=\frac{en}{\epsilon_0}=\frac{J}{\epsilon_0v}.
\end{equation}
It becomes simple when one travels with an ion. The field felt by the ion changes at the rate
\begin{equation}
\frac{dE}{dt}=v\frac{dE}{dx}=\frac{J}{\epsilon_0},
\end{equation}
in which the speed has cancelled. An ion that enters at $t=0$ thus feels the field $E=Jt/\epsilon_0$. Newton's law is $dv/dt=eE/M=at$, with
\begin{equation}
a=\frac{eJ}{\epsilon_0M}.
\label{eq:a}
\end{equation}
Two integrations, starting from rest at $x=0$, give
\begin{equation}
v=\frac{at^2}{2},\qquad x=\frac{at^3}{6}.
\label{eq:path}
\end{equation}
At the wall $t=\tau$, the speed is $v_0=a\tau^2/2$ and the distance is $s=a\tau^3/6=v_0\tau/3$. Hence
\begin{equation}
\tau=\frac{3s}{v_0},\qquad v_0=\sqrt{\frac{2eV}{M}},
\label{eq:tau}
\end{equation}
where the second relation is energy conservation. The mean speed is one third of the final speed because the ion spends most of its flight near the edge, where it is slow.

Child's law follows by removing $\tau$. From $a=2v_0/\tau^2$ and $\tau=3s/v_0$ one finds $a=2v_0^3/(9s^2)$, so (\ref{eq:a}) gives
\begin{equation}
J=\frac{\epsilon_0M}{e}\,\frac{2v_0^3}{9s^2}
=\frac{\epsilon_0M}{e}\,\frac{2v_0}{9s^2}\,\frac{2eV}{M}
=\frac49\,\frac{\epsilon_0v_0V}{s^2}
=\frac49\,\epsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.
\label{eq:child}
\end{equation}
Inserting the third form into the estimate of the current ratio, and then using $s/v_0=\tau/3$, gives
\begin{equation}
\frac{\omega\epsilon_0V}{sJ}
=\omega\epsilon_0V\,\frac{9s}{4\epsilon_0v_0V}
=\frac94\,\frac{\omega s}{v_0}
=\frac34\,\omega\tau .
\label{eq:main}
\end{equation}
This is the main result, an identity within the assumptions listed.

The factor agrees with the field picture. From (\ref{eq:path}), $t\propto x^{1/3}$, and since $E\propto t$ the field is $E=E_w(x/s)^{1/3}$. Its mean over the width is $\tfrac34E_w$. Compared with the linear field of the fast ions, this field rises steeply near the edge, where slow ions are dense, and is flatter near the wall, so its mean lies closer to its final value. A numerical integration of Poisson's equation with an entry speed of $10^{-4}v_0$ gives a wall field of $1.3335$ times the mean field, against $4/3$, and a coefficient of $0.74993$ in place of $3/4$.

The two cases treated so far are the ends of one family. Let the ions enter with speed $u_0$, still at zero field. The force law $dv/dt=at$ is unchanged, so
\begin{equation}
v=u_0+\frac{at^2}{2},\qquad x=u_0t+\frac{at^3}{6}.
\end{equation}
Let $g=a\tau^2/2$ be the speed gained in the sheath. Then $s=\tau(u_0+g/3)$, and the energy gained is
\begin{equation}
eV=\frac M2\left[(u_0+g)^2-u_0^2\right]=\frac M2\,g(g+2u_0).
\end{equation}
By (\ref{eq:a}), $\epsilon_0/J=e/(Ma)$. With $a=2g/\tau^2$ this gives
\begin{equation}
\frac{\epsilon_0V}{J}=\frac{eV}{Ma}=\frac{g(g+2u_0)}{2a}=\frac{\tau^2}{4}(g+2u_0),
\end{equation}
and division by $s$ leads to
\begin{equation}
\frac{\omega\epsilon_0V}{sJ}=\frac34\,\frac{g+2u_0}{g+3u_0}\,\omega\tau .
\label{eq:entry}
\end{equation}
The coefficient is $3/4$ for $u_0=0$ and falls steadily to $1/2$ as $u_0/g$ grows, which recovers the opening case.

The identity says nothing yet about whether $\omega\epsilon_0V/s$ is the displacement current of a driven sheath. That depends on how the sheath charge responds to the voltage. Suppose first that the drive is fast, $\omega\tau\gg1$, so that the ion density stays nearly fixed during a cycle while the electrons follow at once. Let the electrons end sharply at $x=\delta$. The exposed charge and the voltage are
\begin{equation}
Q=\int_\delta^s en\,dx,\qquad
V=\frac1{\epsilon_0}\int_\delta^s en\,(s-x)\,dx .
\end{equation}
The second formula holds because the charge in a slice at $x$ adds a field $en\,dx/\epsilon_0$ over the remaining distance $s-x$ to the wall. Moving the electron edge changes both integrals at their lower limit, and the density cancels in the quotient:
\begin{equation}
\frac{dQ}{dV}=\frac{-en(\delta)}{-en(\delta)(s-\delta)/\epsilon_0}=\frac{\epsilon_0}{s-\delta}.
\end{equation}
At full width, $\delta=0$, this is the capacitance $\epsilon_0/s$ used in the estimate, whatever the ion profile. It grows as the electrons advance, so using $\epsilon_0/s$ for a swing as large as $V$ is an extrapolation.

In the opposite limit, $\omega\tau\ll1$, the ions also follow, and the sheath passes through a series of Child sheaths. The ion flux through a moving edge changes by the ratio of the edge speed to the entry speed $u_0$, so $J$ stays fixed only under the stricter condition $\omega s\ll u_0$; for the Bohm entry of the example below, $s/u_0$ is about $6\tau$. With $J$ fixed, (\ref{eq:child}) gives $s\propto V^{3/4}$, and the charge $Q=\epsilon_0E_w=\tfrac43\epsilon_0V/s$ varies as $V^{1/4}$. Its slope is
\begin{equation}
\frac{dQ}{dV}=\frac{Q}{4V}=\frac{\epsilon_0}{3s}.
\end{equation}
For a small modulation the displacement current at the wall is then one third of what $\epsilon_0/s$ predicts. Farther from the wall it is larger, because the ion current is now modulated too, and only the sum of the two currents is the same throughout the electron-free layer. If instead $u_0/s\ll\omega\ll1/\tau$, the edge hardly moves, $J$ follows the voltage at nearly fixed $s$, and $Q=\tfrac43\epsilon_0V/s$ gives a slope near $4\epsilon_0/(3s)$. Equation (\ref{eq:main}) remains true as algebra, but its left side no longer measures the current ratio at the wall.

For the fast drive, the extrapolation can be judged against a model in which the electron edge sweeps the whole sheath in every cycle. Let the displacement current density in the exposed region be sinusoidal with amplitude $J_0$, and write $\theta=\omega t$. The edge moves from $x=0$ at $\theta=0$ to the wall at $\theta=\pi$ and back. Let $\phi(x)$ be the phase at which it passes $x$ on its way to the wall. In moving by $dx$ it covers the ion charge $en\,dx$, which must equal the charge carried by the current:
\begin{equation}
en\,dx=\frac{J_0}{\omega}\sin\phi\,d\phi .
\label{eq:sweep}
\end{equation}
While $x$ is exposed, $0\le\theta<\phi$, the field there comes from the charge between the edge and $x$,
\begin{equation}
E=\frac{J_0}{\epsilon_0\omega}(\cos\theta-\cos\phi),
\end{equation}
and it is zero while electrons cover $x$. The return half of the cycle is the mirror image, so the mean field is
\begin{equation}
\bar E=\frac1\pi\int_0^\phi E\,d\theta=\frac{J_0}{\pi\epsilon_0\omega}(\sin\phi-\phi\cos\phi).
\end{equation}
Let the ions start from rest and respond to $\bar E$ alone. With $en=J/v$, (\ref{eq:sweep}) becomes
\begin{equation}
dx=\frac{J_0}{\omega J}\,v\sin\phi\,d\phi ,
\label{eq:dx}
\end{equation}
and the transit time is
\begin{equation}
\tau_{\rm rf}=\int\frac{dx}{v}=\frac{J_0}{\omega J}\int_0^\pi\sin\phi\,d\phi=\frac{2J_0}{\omega J},
\qquad\text{so}\qquad \frac{J_0}{J}=\frac12\,\omega\tau_{\rm rf}.
\end{equation}
The meaning is again a count of charge. The current moves the whole ion charge $J\tau_{\rm rf}$ in half a cycle, and a sinusoidal current of amplitude $J_0$ moves $2J_0/\omega$ in that time.

To compare with Child's sheath, hold $V$, $J$, $M$ and $\omega$ fixed, where $V$ is now the mean voltage. Putting (\ref{eq:dx}) into $Mv\,dv=e\bar E\,dx$ and cancelling $v$ gives
\begin{equation}
\frac{dv}{d\phi}=\frac B\pi(\sin\phi-\phi\cos\phi)\sin\phi,\qquad
B=\frac{eJ_0^2}{\epsilon_0M\omega^2J}=\frac{aJ_0^2}{\omega^2J^2}.
\end{equation}
Since $\int_0^\pi\sin^2\phi\,d\phi=\pi/2$ and $\int_0^\pi\phi\sin\phi\cos\phi\,d\phi=-\pi/4$, the final speed is $3B/4$. It must equal $v_0$, because the mean field does the work $eV$. With $v_0=a\tau^2/2$,
\begin{equation}
\frac{J_0^2}{J^2}=\frac{\omega^2B}{a}=\frac{4\omega^2v_0}{3a}=\frac23\,\omega^2\tau^2,
\qquad \frac{J_0}{J}=\sqrt{\frac23}\;\omega\tau .
\label{eq:driven}
\end{equation}
Here $\tau$ is still the transit time of the static Child sheath. The coefficient $0.816$ is $9\%$ above $3/4$. This comparison is made at equal mean voltage. The voltage of the driven sheath is not sinusoidal, and its component at $\omega$ has an amplitude of about $1.21V$; with that amplitude in place of $V$, the estimate would lie about $11\%$ above the driven value.

The driven sheath is also wider. Integrating (\ref{eq:dx}) by parts,
\begin{align}
\int_0^\pi v\sin\phi\,d\phi
&=v_0+\int_0^\pi\cos\phi\,\frac{dv}{d\phi}\,d\phi\\
&=v_0-\frac B\pi\int_0^\pi\phi\sin\phi\cos^2\phi\,d\phi
=v_0-\frac B3=\frac59v_0 .
\end{align}
The term with $\sin^2\phi\cos\phi$ integrates to zero, the remaining integral is $\pi/3$, and $B=4v_0/3$. With $J_0/(\omega J)=\sqrt{2/3}\,\tau$ and $v_0\tau=3s$, the full width is
\begin{equation}
s_{\rm rf}=\sqrt{\frac23}\,\tau\,\frac59v_0=\frac53\sqrt{\frac23}\;s\approx1.36\,s .
\end{equation}
The closeness of the estimate to (\ref{eq:driven}) therefore depends on using Child's $s$, not the width of the driven sheath.

For a numerical case take singly charged ions of mass $40$~u, $V=400$~V, $J=1$~mA/cm$^2$ (that is, $10$~A/m$^2$) and a frequency of $13.56$~MHz, so that $\omega=8.52\times10^7$~rad/s. The wall speed is $v_0=43.93$~km/s, and (\ref{eq:child}) gives
\begin{equation}
s=\sqrt{\frac{4\epsilon_0v_0V}{9J}}=2.63\ \text{mm},\qquad
\tau=\frac{3\times2.63\ \text{mm}}{43.93\ \text{km/s}}\approx180\ \text{ns}.
\end{equation}
The ion is in flight for about $2.4$ drive periods of $73.75$~ns. Then $\omega\tau=15.3$, and both sides of (\ref{eq:main}) equal
\begin{equation}
\frac{\omega\epsilon_0V}{sJ}=\frac34\times15.3\approx11.5 ,
\end{equation}
an estimated displacement current of $11.5$~mA/cm$^2$. At the same $V$ and $J$ the driven model gives $J_0/J=12.5$, with a width of $3.58$~mm and a transit time of $293$~ns. Putting that width into the estimate in place of $s$ would give $8.4$, which is $32\%$ below the driven value.

Ions reach a real sheath with about the Bohm speed, $\sqrt{eT_e/M}$ with $T_e$ in volts. For an electron temperature of $3$~eV this is $2.69$~km/s. Equation (\ref{eq:entry}) then has the coefficient $0.709$, the static sheath widens to $2.87$~mm, and the estimated ratio becomes $10.5$, a fall of $8\%$ from $11.5$. Electrons that leak into the static sheath are neglected here; they occupy a layer of several Debye lengths, and the Debye length at the edge is $0.085$~mm. They widen the sheath by about a tenth of a millimetre up to a millimetre or more, depending on where its edge is placed, which need not be negligible beside $2.87$~mm.

The assumption that ions feel the mean field is less secure at this frequency. Ion orbits were computed in the time-dependent field of the driven model, with ions starting at evenly spaced phases from the place where the mean field would have brought them from rest to the Bohm speed. Their impact energies run from $316$ to $490$~eV, a spread of $174$~eV, and their mean is $447$~eV, not $400$~eV. The mean moves between about $350$ and $450$~eV, on both sides of $400$~eV, when the starting place is moved, while the lowest and highest energies change by $10$~eV at most. The imposed field was built for a fixed ion density and was not corrected for the bunching of the ions, so these numbers show only that the mean field does not describe the ions accurately at this frequency; they are not a prediction of a measured spectrum. At ten times the frequency, with the field amplitude held fixed, the spread shrinks to about $17$~eV and the mean lies within a few electronvolts of $400$~eV ($397$~eV for this starting place). The mean flight time is then $194.5$~ns, against $194.4$~ns from the mean field. It is shorter than $293$~ns because these ions skip the slow start from rest.

The neglect of collisions can be checked for argon, whose ions have the mass used here. At a pressure of $3$~mTorr, with gas at $400$~K and a rough ion-neutral cross-section of $10^{-18}$~m$^2$, the mean free path is of the order of $10$~mm. An ion then has a chance of roughly $20\%$ of colliding, a little less in the Child width and a little more in the driven width. This is an upper estimate: the value used suits slow ions, the cross-section is two to three times smaller at tens to hundreds of electronvolts, and the chance is then nearer $10\%$. The static model also ignores the electrons that sweep through a real driven sheath; in the model above this moves the ratio from $11.5$ to $12.5$. Real bias currents need not be sinusoidal, and the coefficient in (\ref{eq:driven}) applies to the sinusoidal case.

At higher pressure collisions change the coefficient itself. If an ion is stopped again and again after a fixed mean free path, the energy it gains between stops is proportional to $E$, and its drift speed to $\sqrt E$. Poisson's equation becomes $dE/dx\propto E^{-1/2}$, so $E^{3/2}\propto x$ and $E=E_w(x/s)^{2/3}$. The mean field is $\tfrac35E_w$, and (\ref{eq:general}), with $\tau$ now the mean residence time, gives
\begin{equation}
\frac{\omega\epsilon_0V}{sJ}=\frac35\,\omega\tau
\end{equation}
in this collisional limit. The coefficient is $20\%$ below the collisionless $3/4$, while $\tau$ must be found anew from the slower drift. The remaining values for the example are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Ion mass: 40 u
Sheath voltage V: 400 V
Ion current density J: 1 mA/cm2
Drive frequency: 13.56 MHz
Angular frequency omega: 8.52e+07 rad/s
Electron temperature: 3 eV
Gas pressure: 3 mTorr
Gas temperature: 400 K
Rough ion-neutral cross-section: 1e-18 m2
Ion wall speed v0: 43.93 km/s
Child sheath width s: 2.63 mm
Ion transit time tau: 179.6 ns
Drive period: 73.75 ns
omega*tau: 15.3
Estimate omega*eps0*V/(s*J): 11.48
(3/4)*omega*tau: 11.48
Estimated displacement current: 11.48 mA/cm2
Factor from numerical Poisson solution: 0.74993
Wall field over mean field, numerical: 1.3335
Frozen-ion capacitance times s/eps0: 1
Bohm speed: 2.69 km/s
Bohm entry: factor replacing 3/4: 0.7092
Bohm entry: sheath width: 2.867 mm
Bohm entry: transit time: 174.2 ns
Bohm entry: estimated current ratio: 10.52
Entry at 30*v0: factor replacing 3/4: 0.5
Driven sheath: full width: 3.578 mm
Driven sheath: transit time: 293.3 ns
Driven sheath: current ratio J0/J: 12.49
Driven sheath: J0/(J*omega*tau), Child tau: 0.8165
Driven ratio over Child estimate: 1.089
Estimate with driven width in place of s: 8.433
Orbits: mean impact energy: 447.1 eV
Orbits: lowest impact energy: 316 eV
Orbits: highest impact energy: 490.2 eV
Orbits: full energy spread: 174.1 eV
Orbits at 10x frequency: mean energy: 396.8 eV
Orbits at 10x frequency: full spread: 17.51 eV
Orbits at 10x frequency: mean flight time: 194.5 ns
Flight time expected from mean field: 194.4 ns
Ion mean free path: 13.81 mm
Collision probability, Child width: 17.3 %
Collision probability, driven width: 22.8 %
Plasma density at sheath edge: 2.32e+10 cm^-3
Debye length at sheath edge: 0.08453 mm
\end{verbatim}
